# Counting Molecular-Dynamics Steps in a Melt Quench, with the Thermostat Correction

## The decision that hangs on the count

Before an amorphous oxide is generated by melting and quenching a simulation cell, a cooling rate has to be chosen, and the computer time limits the choice. Suppose that a cell of 112 atoms of InGaZnO$_4$ costs 30 s per molecular-dynamics step. A ramp from 3000 K to 300 K at 200 K/ps with 1 fs steps then takes 4.7 days. At 20 K/ps it would take ten times as long. The decision rests on the number of steps, to leading order and with the first correction that the thermostat brings.

## Leading order: the set temperature

Let the thermostat's set temperature $T$ fall linearly from $T_i$ to $T_f$ at the rate $q$, counted positive:

$$T(t)=T_i-qt .$$

The ramp ends when $T(t_r)=T_f$. Solving for the time and dividing by the time step $\Delta t$ gives

$$t_r=\frac{T_i-T_f}{q},\qquad N_0=\frac{t_r}{\Delta t}=\frac{T_i-T_f}{q\,\Delta t}.$$

For the example,

$$t_r=\frac{2700\ \text{K}}{200\ \text{K/ps}}=13.5\ \text{ps},\qquad N_0=\frac{13.5\ \text{ps}}{0.001\ \text{ps}}=13\,500 .$$

Equivalently, the set temperature drops by $q\,\Delta t=0.2$ K per step, and $2700/0.2=13\,500$.

A step is one advance of the atoms by $\Delta t$, so 13 500 steps join 13 501 configurations. If the quotient is not whole, it is rounded up: 170 K/ps needs 15 883 steps, with the last drop shortened so that the set temperature stops at $T_f$.

The count covers the ramp alone. A melt hold of 10 ps and a final hold of 5 ps add 15 000 steps, more than the ramp itself, and bring the protocol to 28 500 steps, or 9.9 days.

## First correction: the atoms lag behind

The set temperature reaches 300 K after 13 500 steps, but under a Langevin thermostat the atoms are then still warmer. The size of this lag depends on the kind of thermostat, and the results of this section hold for the Langevin kind only. For harmonic modes between 3 and 20 THz on the same ramp, a Nosé–Hoover thermostat with a relaxation time of 0.1 ps leaves a mean kinetic lag of only about 1 K near the end, and rescaling the velocities at every step leaves none in the kinetic temperature. Take one harmonic mode of mass $m$ and angular frequency $\omega$ under a Langevin thermostat. Friction contributes $-\gamma v$ to the acceleration, and a random force supplies the heat that would keep the mode at temperature $T$. Define three averages, all in kelvin:

$$A=\frac{m\omega^2\langle x^2\rangle}{k_B},\qquad B=\frac{m\omega\langle xv\rangle}{k_B},\qquad K=\frac{m\langle v^2\rangle}{k_B}.$$

Here $K$ is the mean kinetic temperature. The equations of motion give

$$\dot A=2\omega B,\qquad \dot B=\omega(K-A)-\gamma B,\qquad \dot K=-2\omega B-2\gamma(K-T).$$

The term $+2\gamma T$ is the heating by the random force. Its size is fixed by the requirement that $K=A=T$, $B=0$ be stationary at constant $T$.

In a steady ramp $A$ and $K$ both fall at the rate $q$, while $B$ is constant:

1. The first equation, $-q=2\omega B$, gives $B=-q/(2\omega)$.
2. The second, $0=\omega(K-A)-\gamma B$, gives $K-A=-\gamma q/(2\omega^2)$.
3. The third becomes $-q=q-2\gamma(K-T)$, because $-2\omega B=+q$. Hence

$$K-T=\frac{q}{\gamma}.$$

With $\gamma=10$ ps$^{-1}$ the lag is $200/10=20$ K, so the kinetic temperature is near 320 K when the ramp ends. Propagating the averages step by step through all 13 500 steps, for a 20 THz mode, gives 19.9 K. The difference from 20 K is smaller than the 0.2 K by which the set temperature moves in one step.

To find how the lag builds up and decays, add the first and third equations:

$$\dot A+\dot K=-2\gamma(K-T).$$

For weak damping, $\gamma\ll\omega$, kinetic and potential energy are exchanged much faster than heat is removed, so $A\approx K$ and $\dot K\approx-\gamma(K-T)$. Let $L=K-T$. During the ramp $\dot T=-q$, so

$$\dot L=\dot K-\dot T=-\gamma L+q .$$

With $L(0)=0$ after an equilibrated melt hold, the solution is

$$L(t)=\frac{q}{\gamma}\left(1-e^{-\gamma t}\right).$$

At the end of the ramp $\gamma t_r=135$, and the exponential is negligible. In the hold that follows, $q=0$ and the lag decays as $(q/\gamma)e^{-\gamma t}$. It falls to a chosen residue $\delta<q/\gamma$ after the time $\gamma^{-1}\ln[q/(\gamma\delta)]$. For weakly damped modes, the number of steps until the atoms, and not merely the set temperature, are within $\delta$ of $T_f$ is therefore

$$N\approx\frac{T_i-T_f}{q\,\Delta t}+\frac{1}{\gamma\,\Delta t}\ln\frac{q}{\gamma\delta}.$$

Dividing the second term by the first shows the small parameter:

$$\frac{N-N_0}{N_0}\approx\varepsilon\,\ln\frac{q}{\gamma\delta},\qquad \varepsilon=\frac{q}{\gamma(T_i-T_f)}=\frac{20}{2700}\approx0.007 .$$

The expansion holds when the lag is a small part of the whole temperature span. A hold of 0.5 ps has $\gamma t=5$ and leaves $20\,e^{-5}\approx0.13$ K, which the step-by-step propagation also gives. It costs 500 steps, a correction of 3.7 % relative to $N_0$. The 5 ps final hold already contains it.

Slow modes need more care, because they are not weakly damped at this friction. At 1 THz, $\omega=6.3$ ps$^{-1}$ is smaller than $\gamma$. Steps 2 and 3 give the potential part the lag $A-T=q/\gamma+\gamma q/(2\omega^2)\approx45$ K at the end of the ramp, and after 0.5 ps the kinetic lag of this mode is still about 0.5 K. Below $\omega=\gamma/2$, about 0.8 THz here, a mode is overdamped and its lag decays only at the smaller rate $\gamma-\sqrt{\gamma^2-4\omega^2}$. At 0.5 THz the potential lag is 121 K at the end of the ramp, still about 43 K after 0.5 ps, and negligible after 5 ps; at 0.25 THz about 34 K would remain even after 5 ps. The short hold is therefore an estimate for the faster vibrations.

**Weaker coupling.** With $\gamma=1$ ps$^{-1}$ and the same ramp, the lag is 200 K and $\varepsilon\approx0.07$. The same reduction by $e^{-5}$ now takes 5 ps, or 5000 steps, which is 37 % of $N_0$. The leading count is then a poor guide to when the atoms are cold.

**Beyond harmonic modes.** For $n$ atoms, friction removes heat at the rate $3nk_B\gamma K$ and the random force returns $3nk_B\gamma T$. If the cell has heat capacity $C$ and cools steadily at the rate $q$, then $Cq=3nk_B\gamma(K-T)$, so

$$K-T=\frac{C}{3nk_B}\,\frac{q}{\gamma}.$$

The harmonic value $C=3nk_B$ restores $q/\gamma$. Where the heat capacity is larger, the lag grows in proportion.

## Staircase cooling

Suppose that the temperature is lowered in drops of 100 K, each followed by a plateau of 0.5 ps. One drop of 100 K per 0.5 ps plateau corresponds to 200 K/ps. There are 27 drops but 28 plateaus if both end temperatures are held, so the count is $28\times500=14\,000$. The additional 500 steps are one plateau. In the weak-damping model the last drop leaves a lag of about $100\,e^{-5}\approx0.7$ K at the end of the final plateau.

## Is the time step short enough?

The count is inversely proportional to $\Delta t$, so a longer step is tempting. The fastest vibration sets the limit. For a harmonic mode without thermostat, velocity Verlet reads, with $a=\omega\Delta t$,

$$x_{n+1}=x_n+\Delta t\,v_n-\tfrac12a^2x_n,\qquad \Delta t\,v_{n}=\Delta t\,v_{n-1}-\tfrac12a^2(x_{n-1}+x_n).$$

The position rule for the previous step is $x_n-x_{n-1}=\Delta t\,v_{n-1}-\tfrac12a^2x_{n-1}$. By the velocity rule its right side equals $\Delta t\,v_n+\tfrac12a^2x_n$. Subtracting this from $x_{n+1}-x_n=\Delta t\,v_n-\tfrac12a^2x_n$ removes the velocity:

$$x_{n+1}-2x_n+x_{n-1}=-a^2x_n .$$

Inserting $x_n=\cos n\varphi$ and using $x_{n+1}+x_{n-1}=2\cos\varphi\,x_n$ gives $2-2\cos\varphi=a^2$, or $\sin(\varphi/2)=a/2$. For small $a$,

$$\varphi=2\arcsin\frac a2= a+\frac{a^3}{24}+\dots,\qquad \frac{\varphi-a}{a}\approx\frac{a^2}{24}.$$

The computed vibration is slightly too fast. Taking 20 THz as a rough highest frequency, the period is 50 fs and $a=0.1257$, so the frequency error is $0.1257^2/24=0.066$ % of the true frequency. Direct integration over 20 000 steps gives the same figure.

For $a>2$ no real $\varphi$ exists and the motion grows without bound, which puts the stability limit at $2/\omega=15.9$ fs. A 2 fs step would halve the count and raise the frequency error about fourfold, to 0.265 %. This harmonic estimate does not cover hard collisions in the melt, where energy conservation should be checked separately.

## Reading the temperature of a small cell

The instantaneous kinetic temperature cannot be used to decide when the ramp has ended. With the centre of mass fixed, $n$ atoms have $d=3n-3$ independent velocity components. The kinetic energy is proportional to a sum of $d$ squared unit Gaussian variables, with mean $d$ and variance $2d$. The relative spread is

$$\frac{\sqrt{2d}}{d}=\sqrt{\frac{2}{3n-3}}=\sqrt{\frac{2}{333}}=7.75\ \%$$

for $n=112$. This is 232 K at 3000 K and 23 K at 300 K. The final spread is comparable with the 20 K lag, so the lag shows only in an average over time or over several runs.

## What the count does not settle: the frozen structure

A ramp can end at 300 K with a structure that belongs to a much higher temperature. A simple model gives the structure its own temperature $F$, which relaxes towards $T$:

$$\frac{dF}{dt}=-\frac{F-T}{\tau(T)},\qquad \tau(T)=\tau_0e^{E/k_BT}.$$

Let $D=F-T$. Since $\dot T=-q$, $\dot D=-D/\tau+q$. With $D=0$ at the start, each contribution $q\,dt$ decays until the end of the ramp:

$$D(t_r)=\int_0^{t_r}q\,\exp\!\left[-\int_t^{t_r}\frac{dt'}{\tau}\right]dt .$$

Changing variable from time to temperature, $dT=-q\,dt$, gives

$$F_{\text{end}}=T_f+\int_{T_f}^{T_i}e^{-S(T)}\,dT,\qquad S(T)=\int_{T_f}^{T}\frac{dT'}{q\,\tau(T')} .$$

As $q$ decreases, $S$ grows and $F_{\text{end}}$ falls.

Take the round values $E=0.5$ eV and $\tau_0=0.05$ ps, which are illustrative and not measured for this oxide. At 3000 K, $\tau=0.35$ ps, so a 10 ps melt hold lasts about 29 relaxation times and justifies $D=0$ at the start. At 300 K, $\tau=12.5$ µs, and a hold of a few picoseconds cools the vibrations without relaxing the structure.

With these parameters fixed, the model gives $F_{\text{end}}\approx1560$ K at 200 K/ps and 1070 K at 20 K/ps. The second ramp needs 135 000 steps. Tenfold cost lowers the frozen-in temperature by about 490 K, yet leaves it far above 300 K.

## Beside the real material

Amorphous InGaZnO$_4$ is used as a channel layer in thin-film transistors and is commonly sputtered. The simulated rate, $2\times10^{14}$ K/s, is extreme by laboratory standards. A fast laboratory quench at roughly $10^6$ K/s would take 2.7 ms over the same span, which means $2.7\times10^{12}$ steps and about 2.6 million years at 30 s per step. A sputtered film breaks a more basic assumption: it grows from vapour and is not cooled from a bulk melt, so no ramp count describes its growth. The quench is a way to make a disordered model, whose density, coordination and possible crystalline order must be examined separately.

The nuclei are also treated classically. A quantum mode with $\theta=h\nu/k_B$ has the mean energy, in kelvin,

$$\frac{\theta}{2}+\frac{\theta}{e^{\theta/T}-1}=\frac{\theta}{2}\coth\frac{\theta}{2T}.$$

For 20 THz, $\theta=960$ K, and at 300 K this is 521 K against the classical 300 K. The harmonic mean-square displacement of that mode is therefore too small in the simulation by a factor of about 1.7. The step count is unaffected, but the widths of the shortest bond-length distributions may be. The main values are collected in the numerical output below.

## Calculated quantities

```
Start and end temperature: 3000 K, 300 K
Cooling rate: 200 K/ps = 2.0e+14 K/s
Time step: 1 fs
Temperature span: 2700 K
Set-temperature drop per step: 0.200 K
Ramp time: 13.50 ps
Ramp steps: 13500
Steps at 170 K/ps (rounded up): 15883
Staircase: 28 plateaus of 500 steps
Staircase steps, both ends held: 14000
Melt hold, final hold: 10 ps, 5 ps
Steps in the two holds: 15000
Steps in whole protocol: 28500
Computer time per step (chosen): 30 s
Computer time, ramp: 4.69 days
Computer time, whole protocol: 9.90 days
Fastest vibration (rough): 20 THz
Its period: 50.0 fs
Phase per step omega*dt: 0.1257 rad
Verlet stability limit: 15.9 fs
Frequency error, formula: 0.0658 %
Frequency error, integrated: 0.0659 %
Thermostat friction: 10 per ps
Thermostat lag, formula: 20.0 K
Thermostat lag, propagated: 19.90 K
Lag after 0.5 ps hold: 0.13 K
Atoms in cell: 112
Relative temperature spread, formula: 7.75 %
Relative temperature spread, sampled: 7.76 %
Spread at 3000 K: 232 K
Spread at 300 K: 23.2 K
Relaxation barrier (chosen): 0.5 eV
Relaxation prefactor (chosen): 0.05 ps
Relaxation time at 3000 K: 0.346 ps
Relaxation time at 300 K: 12.5 microseconds
Frozen-in temperature at 200 K/ps: 1562 K
Frozen-in temperature at 20 K/ps: 1073 K
Ramp steps at 20 K/ps: 135000
h*nu/k of fastest vibration: 960 K
Its quantum mean energy / k at 300 K: 521 K
Laboratory quench rate (rough): 1e+06 K/s
Laboratory ramp time: 2.7 ms
Steps at laboratory rate: 2.7e+12
Computer time at laboratory rate: 2.6e+06 years
```
